# Dispersive hole currents in oxide films before and after transit, part 2

A thin sheet of holes with charge $Q_0$ per unit area starts at $t=0$ at one face of an oxide film of thickness $L$ and permittivity $\varepsilon$, between parallel plates at fixed voltage. We seek the current density $j(t)$ in the external circuit. Each hole crosses in $N$ equal forward hops. The holes do not interact, their charge changes the field negligibly, and backward hops and permanent capture are neglected.

The waits are independent, with density $\psi$, and $\Phi(t)=\int_t^\infty\psi(v)dv\simeq(t/\tau)^{-a}/\Gamma(1-a)$. The sign $\simeq$ means that the ratio tends to one. The tail is

$$
\psi(t)\simeq \frac{a\,\tau^a}{\Gamma(1-a)}\,t^{-1-a},\qquad 0<a<1,\quad t\to\infty. \tag{1}
$$

Hop $k$ occurs at time $T_k$, with density $f_k$, and

$$
j(t)=\frac{Q_0}{N}\sum_{k=1}^N f_k(t). \tag{7}
$$

With $\tilde g(s)=\int_0^\infty e^{-st}g(t)\,dt$ and $u(s)=1-\tilde\psi(s)$,

$$
\tilde\jmath(s)=\frac{Q_0}{N}\,\frac{\tilde\psi\,(1-\tilde\psi^N)}{1-\tilde\psi}, \tag{8}
$$

$$
\frac{(1-u)[1-(1-u)^N]}{Nu}=(1-u)\Big(1-\frac{N-1}2u+\dots\Big)=1-\frac{N+1}2\,u+\dots \tag{15}
$$

Before transit ($t/\tau\to\infty$, $t/t_T\to0$),

$$
j(t)\simeq\frac{Q_0}{N}\,\frac{t^{a-1}}{\Gamma(a)\,\tau^a}. \tag{2}
$$

After transit ($t\to\infty$ at fixed $N$),

$$
j(t)\simeq Q_0\,\frac{N+1}{2}\,\frac{a\,\tau^a}{\Gamma(1-a)}\,t^{-1-a}. \tag{3}
$$

The two laws cross at

$$
t_T=\tau\left[\frac{N(N+1)\,\Gamma(1+a)}{2\,\Gamma(1-a)}\right]^{1/(2a)}. \tag{4}
$$

**Lemma 1.** Let the trap depths $E$ have density $e^{-E/kT_0}/(kT_0)$, and let the release rate be $w=\nu e^{-E/kT}$ with $T<T_0$. Then (1) holds with

$$
a=\frac{T}{T_0},\qquad \tau=\frac1\nu\left(\frac{\pi a}{\sin\pi a}\right)^{1/a}. \tag{6}
$$

Here $T$ is the temperature and $k$ in $kT$ is Boltzmann's constant. For these traps $x=e^{-E/kT}$ has density $a\,x^{a-1}$ on $0<x<1$.

**Lemma 3.** As $s\to0$, $u(s)\simeq(s\tau)^a$.

**Lemma 6.** For each fixed $k$, $f_k(t)/\psi(t)\to k$ as $t\to\infty$.

### How late is late

Lemma 6 holds at fixed $N$ and does not say when the law sets in. The next proposition does, for the charge.

**Proposition 7.** Let $q(t)$ be the charge per area that has passed through the circuit by time $t$. When $t\to\infty$ and $N\Phi(t)\to0$,

$$
1-\frac{q(t)}{Q_0}\simeq\frac{N+1}{2}\,\Phi(t). \tag{16}
$$

The condition $N\Phi(t)\to0$ is equivalent to $t/t_T\to\infty$, since $t_T$ is $\tau N^{1/a}$ times a factor that stays finite as $N$ grows.

*Proof.* Integrating the current gives $1-q/Q_0=N^{-1}\sum_{k=1}^N\Pr[T_k>t]$. It is enough to show that $\Pr[T_k>t]/(k\Phi(t))\to1$ uniformly for $k\le N$.

The lower bound comes from the event that at least one wait exceeds $t$:

$$
\Pr[T_k>t]\ge1-(1-\Phi(t))^k\ge k\Phi(t)-\tfrac12k^2\Phi(t)^2 .
$$

For the upper bound, let $W$ be a single wait and let $\langle W;W\le y\rangle$ be its mean restricted to values up to $y$. Integration by parts gives

$$
\langle W;W\le y\rangle=\int_0^yv\psi(v)dv=-y\Phi(y)+\int_0^y\Phi(v)dv\le C_1\,y\,\Phi(y)
$$

with a constant $C_1$, because $\Phi$ falls as $v^{-a}$ with $a<1$ and its integral grows in proportion to $y\Phi(y)$. If $T_k>y$, either some wait exceeds $y$, or all are at most $y$ and their sum exceeds $y$. Markov's inequality for the second case gives

$$
\Pr[T_k>y]\le k\Phi(y)+\frac{k\langle W;W\le y\rangle}{y}\le(1+C_1)\,k\,\Phi(y). \tag{17}
$$

Now choose small numbers $0<\delta<\epsilon$. If $T_k>t$, at least one of three things is true.

1. Some wait exceeds $(1-\epsilon)t$. The probability is at most $k\Phi((1-\epsilon)t)$.
2. The longest wait lies between $\delta t$ and $(1-\epsilon)t$, so the others add up to more than $\epsilon t$. By independence and (17) the probability is at most $k\Phi(\delta t)\,(1+C_1)\,k\,\Phi(\epsilon t)$.
3. All waits are at most $\delta t$. By Markov's inequality the probability is at most $k\langle W;W\le\delta t\rangle/t\le C_1k\,\delta\,\Phi(\delta t)$.

Divide by $k\Phi(t)$. The first bound tends to $(1-\epsilon)^{-a}$. The second is a constant times $k\Phi(t)\le N\Phi(t)$, and it vanishes. The third tends to $C_1\delta^{1-a}$. Letting $\delta\to0$ and then $\epsilon\to0$ leaves one. Summing $k$ from 1 to $N$ and dividing by $N$ gives (16). $\square$

Subtracting (16) at two times $t$ and $ct$, with fixed $c>1$, shows that the mean current over such an interval follows (3) once $t\gg t_T$, however large $N$ is. The pointwise law has been proved here at fixed $N$.

The proof also isolates the mechanism. Of the three cases, the first dominates, and there a single wait supplies nearly all of the elapsed time.

### The crossover time and thickness

Setting (2) equal to (3) and cancelling $Q_0$,

$$
\frac{t^{a-1}}{N\,\Gamma(a)\,\tau^a}=\frac{N+1}{2}\,\frac{a\,\tau^a}{\Gamma(1-a)}\,t^{-1-a}.
$$

Multiplying by $N\,\Gamma(a)\,\tau^a\,t^{1+a}$ gives

$$
t^{2a}=\frac{N(N+1)}{2}\,\frac{a\,\Gamma(a)}{\Gamma(1-a)}\,\tau^{2a},
$$

and $a\Gamma(a)=\Gamma(1+a)$ yields (4). For large $N$, at fixed field and hop length, $t_T\propto N^{1/a}\propto L^{1/a}$.

The arrival times at the electrode scale in the same way. The transform of the density of $T_N/(\tau N^{1/a})$ at $p$ is $\tilde\psi(p/(\tau N^{1/a}))^N$. By Lemma 3 it tends to $(1-p^a/N)^N\to e^{-p^a}$, which no longer depends on $N$. The median arrival time of a thick film is therefore proportional to $L^{1/a}$.

A mobility computed as $L/(Ft_T)$, with $F$ the field, would vary as $L^{1-1/a}$ and decrease with thickness. In this regime it is not a property of the oxide alone. A thicker film gives the hole more chances to meet a deep trap. For the traps of Lemma 1, the probability that all $N$ traps have $x>y$ is $(1-y^a)^N$, which falls to about $1/e$ at $y=N^{-1/a}$. The wait in the deepest trap is therefore typically of order $N^{1/a}/\nu$, and it grows with thickness in the same proportion as $t_T$.

### The whole curve for $a=1/2$

For large $N$ and times on the scale of $t_T$, $u$ is of order $1/N$. In the transform $1-u$ may be replaced by one, and $(1-u)^N$ by $e^{-Nu}$. With $a=1/2$,

$$
\tilde\jmath(s)\approx\frac{Q_0}{N}\,\frac{1-e^{-c\sqrt s}}{\sqrt{\tau s}},\qquad c=N\sqrt\tau .
$$

To invert it, consider the transform of $e^{-c^2/4t}/\sqrt{\pi t}$. With $t=y^2$ and a completed square,

$$
\int_0^\infty\frac{e^{-st-c^2/4t}}{\sqrt{\pi t}}dt=\frac{2e^{-c\sqrt s}}{\sqrt\pi}\,I,\qquad I=\int_0^\infty e^{-z^2}dy,\quad z=\sqrt s\,y-\frac{c}{2y}.
$$

Substituting $y\to c/(2\sqrt s\,y)$ changes $z$ into $-z$ and gives $I=\int_0^\infty e^{-z^2}\,c/(2\sqrt s\,y^2)\,dy$. Adding the two forms,

$$
2I=\frac1{\sqrt s}\int_0^\infty e^{-z^2}\Big(\sqrt s+\frac{c}{2y^2}\Big)dy=\frac1{\sqrt s}\int_{-\infty}^\infty e^{-z^2}dz=\sqrt{\frac\pi s}.
$$

The transform is therefore $e^{-c\sqrt s}/\sqrt s$. The case $c=0$ covers the other term, and

$$
j(t)\approx\frac{Q_0}{N\sqrt{\pi\tau t}}\Big[1-e^{-N^2\tau/4t}\Big]. \tag{18}
$$

For $t\ll N^2\tau/4$ the bracket is one and $j\propto t^{-1/2}$. For $t\gg N^2\tau/4$ the bracket is $N^2\tau/4t$ and $j\propto t^{-3/2}$, with the amplitude of (3) apart from $N$ in place of $N+1$. The bend between the two laws is smooth.

### Worked example

The model parameters are round numbers: $L=100$ nm, hop length $b=1$ nm, $T=300$ K, $T_0=600$ K, $\nu=10^{10}\ \mathrm{s^{-1}}$, $F=4$ MV/cm, $Q_0=1$ nC/cm² and relative permittivity 3.9. These parameters do not describe a particular oxide. Trap depths are counted from a barrier common to all sites, which is assumed to remain positive at the operating field, and $\nu$ is the release rate over that barrier alone at this field. These choices give $N=100$ and $a=0.5$.

The assumptions are checked first. A hole gains 0.400 eV per hop, while $kT=0.02585$ eV. If the field lowers the forward barrier by $eFb/2$ and raises the backward one by the same amount, the ratio of backward to forward hops from a site is $e^{-eFb/kT}=1.9\times10^{-7}$. Over 100 hops, about $2\times10^{-5}$ backward hops are expected. The step in the field across the charge sheet, $Q_0/\varepsilon$, is $7\times10^{-4}$ of the applied field. The model neglects the attraction of each hole to its image in the nearer plate. Its field $e/(16\pi\varepsilon x^2)$ is 23% of the applied field at $x=1$ nm and about 1% at 5 nm, so in a real film the first and last few hops would not see the uniform field assumed here.

By (6), with $\pi a/\sin\pi a=\pi/2$,

$$
\tau=\frac{(\pi/2)^2}{10^{10}\ \mathrm{s^{-1}}}=0.2467\ \mathrm{ns}.
$$

Since $\Gamma(3/2)/\Gamma(1/2)=1/2$ and $1/(2a)=1$, (4) gives

$$
t_T=\tau\,\frac{100\times101}{4}=2525\,\tau=623\ \mathrm{ns}=0.623\ \mathrm{\mu s}.
$$

At $t=62.3$ ns the law before transit gives

$$
j=\frac{Q_0}{N\sqrt{\pi\tau t}}=\frac{10^{-11}\ \mathrm{C/cm^2}}{6.95\ \mathrm{ns}}=1.44\ \mathrm{mA/cm^2}.
$$

The table compares current densities in mA/cm². "Full" is the numerical inversion of (8).

| $t/t_T$ | full | (18) | (2) | (3) |
|---|---|---|---|---|
| 0.1 | 1.4385 | 1.4389 | 1.4390 | 14.390 |
| 1 | 0.28827 | 0.28598 | 0.45505 | 0.45505 |
| 10 | 0.013699 | 0.013565 | 0.14390 | 0.014390 |
| 100 | 0.000453 | 0.000448 | 0.0455 | 0.000455 |

At the crossover the full current is 0.63 of the common value of the two laws. Equation (18) explains this: there the bracket is $1-e^{-100/101}=0.63$. At $10\,t_T$ the full current is 5% below the late law, and at $100\,t_T$ it is 0.5% below. This fast approach is special to $a=1/2$, as shown under corrections below. The differences between (18) and the full result are about 1% or less of the full result, the size expected from terms of order $1/N$.

Collection is slow. By $t_T$ about 51% of the charge has passed through the circuit, and by $10\,t_T$ about 82%. At $10\,t_T$, (16) predicts a remainder of $50.5/\sqrt{\pi\times25250}=0.179$, and the full transform gives 0.176.

A simulation of 100 000 holes drew trap depths and waits and counted hops directly. Its fitted exponents are $-0.500$ before transit and $-1.493$ after it, against $-1/2$ and $-3/2$. The fitted lines cross at 596 ns, 4% below $t_T$. Doubling the number of hops from 50 to 100 raised the median arrival time from 673 to 2696 ns, a factor of 4.01, where $2^{1/a}=4$. These sampled medians are uncertain by about 1%; inverting $\tilde\psi^N/s$ gives 679 and 2714 ns, a factor of 4.00. Among holes arriving later than $100\,t_T$, the longest wait supplied a median share of 99% of the arrival time.

### Corrections and failure of the laws

**Slow approach near $a=1$.** For the traps of Lemma 1, the average over $x$ gives

$$
u(s)=\int_0^1\frac{a\,x^{a-1}s}{s+\nu x}\,dx=(s\tau)^a-\int_1^\infty\frac{a\,x^{a-1}s}{s+\nu x}\,dx\approx(s\tau)^a-\frac{a}{1-a}\,\frac s\nu .
$$

The integral over all $x$ is a pure power $s^a$, fixed by Lemma 3. Hence $1/u\approx(s\tau)^{-a}+\frac{a}{1-a}\frac s\nu(s\tau)^{-2a}$. Relative to the leading term, the correction is of order $s^{1-a}$, which corresponds to $t^{-(1-a)}$ in time, except at $a=1/2$, where the correction term in $1/u$ does not depend on $s$ and gives no current at $t>0$. The correction dies out slowly when $a$ is close to one, and a clean power law then needs a very thick film. In a test with $N=10^6$ at $t=10^{-3}t_T$ the early exponent for $a=0.7$ was $-0.3031$ instead of $-0.3$, the value that the two terms of $1/u$ above predict at that time, while for $a=0.3$ it was $-0.7000$.

**Slow approach to the late law.** For large $N$ the next term in (15) is $+\tfrac16N^2(s\tau)^{2a}$, which corresponds to $t^{-1-2a}/\Gamma(-2a)$ in time. Relative to (3) it is $-\tfrac N3(\tau/t)^a\,\Gamma(-a)/\Gamma(-2a)$, of order $(t_T/t)^a$. It vanishes at $a=1/2$, is negative for $a<1/2$ and positive for $a>1/2$, and it dies out slowly when $a$ is small. For $N=100$ and the traps of Lemma 1, inversion of (8) at $100\,t_T$ gives a current 16% below (3) for $a=0.3$ and 5% above it for $a=0.7$.

**Finite trap depth.** If no trap is deeper than some $E_{\max}$, waits much longer than $t_c=\nu^{-1}e^{E_{\max}/kT}$ are exponentially rare. The tail (1) then holds only for $t\ll t_c$, and so do the power laws built on it.

**Permanent capture.** Holes that are never released do not complete their contribution to the collected charge. Equation (16), which assumes that all of $Q_0$ is eventually collected, then fails.

**Holes generated inside the film.** If the holes start at different depths, they have different numbers of hops left, and (7) must be averaged over the starting site. Suppose that every number $n$ of remaining hops from 1 to $N$ is equally likely, and let $Q_0$ be the total charge of the holes. By Lemma 6 the late current is then $(Q_0/N)\,\psi(t)$ times the average of $n(n+1)/2$, which is $(N+1)(N+2)/6$. For large $N$ this is one third of (3). The law before transit keeps its amplitude to leading order, because for $\tau\ll t\ll t_T$ only a small fraction of the holes has left the film. The relative correction is now a power, $-[\Gamma(a)/\Gamma(2a)]\,(t/\tau)^a/N$, of order $(t/t_T)^a$: with the parameters of the example the current at $0.1\,t_T$ is 27% below (2).

The numerical output below lists the values used in this example.

## Numbers as computed

```
film thickness 100 nm, hop length 1 nm
number of hops N = 100
T = 300 K, T0 = 600 K, a = 0.50
release prefactor nu = 1.0e+10 1/s
field = 4.0 MV/cm, permittivity = 3.9
injected sheet charge = 1.0 nC/cm^2
energy gained per hop = 0.400 eV
thermal energy kT = 0.02585 eV
backward/forward hop ratio = 1.91e-07
sheet field / applied field = 7.24e-04
tail time tau = 0.2467 ns
crossover time t_T = 623.0 ns
t_T / tau = 2525.0
current density in mA/cm^2 at t = factor * t_T:
factor, t (ns), full, closed curve, early law, late law
   0.1       62.3 1.4385e+00 1.4389e+00 1.4390e+00 1.4390e+01
   1.0      623.0 2.8827e-01 2.8598e-01 4.5505e-01 4.5505e-01
  10.0     6230.2 1.3699e-02 1.3565e-02 1.4390e-01 1.4390e-02
 100.0    62301.9 4.5279e-04 4.4832e-04 4.5505e-02 4.5505e-04
Monte Carlo: 100000 holes
early slope = -0.500, late slope = -1.493
early charge, simulation / law = 1.0021
late charge, simulation / law = 0.9959
crossing of fitted lines = 596.3 ns
median arrival, 50 hops = 672.6 ns
median arrival, 100 hops = 2696.0 ns
ratio of medians = 4.009
median share of longest wait, arrival > 100 t_T = 0.9909
collected charge fraction: t/t_T, simulation, transform
   0.1 0.1740 0.1734
   1.0 0.5127 0.5111
  10.0 0.8229 0.8236
log slopes from transform, N = 1000000: a, early, late
0.3 -0.7000 -1.2998
0.5 -0.5000 -1.5000
0.7 -0.3031 -1.7009
```
